# Why lower frequency reduces capacitive current at fixed induced field

A flat coil lies on a dielectric window with a plasma beneath it. Its changing magnetic flux drives an azimuthal electric field in the plasma, which heats the electrons. The turns also stand at a high potential relative to the plasma, so the window acts as a capacitor and passes a displacement current.

Suppose the frequency is lowered and the generator is readjusted until the induced field at a chosen point of the plasma surface has its old amplitude. The coil voltage changes little, yet the current through the window falls strongly. Since that voltage drives the current, the two facts need to be reconciled.

The answer has several parts: the flux law, the screening by the plasma, the capacitor and the sheath. They are taken one at a time below and then weighed with numbers.

## The flux law alone

All amplitudes are peak values, and the time factor is $e^{j\omega t}$. The apparatus is axisymmetric and small compared with the wavelength. The coil geometry and its grounding stay fixed throughout.

First leave out the plasma's own currents. Let the coil have inductance $L$ and current $I$, and let $M$ be its mutual inductance with a circle of radius $r$ at the plasma surface. The flux through that circle is $MI$. Faraday's law gives the magnitudes

$$2\pi r E_0=\omega M I .$$

Inside a well-conducting coil the total electric field is nearly zero:

$$-\nabla\phi-\frac{\partial\mathbf A}{\partial t}\approx 0 .$$

Charges therefore collect on the coil surface, and their electrostatic field $-\nabla\phi$ cancels the induced field along the metal. Integrating along the conductor gives the terminal voltage as the rate of change of the linked flux,

$$V=\omega L I .$$

These surface charges are what couples the coil capacitively to the plasma. Dividing the two equations removes both $\omega$ and $I$:

$$V=\frac{L}{M}\,2\pi rE_0,\qquad I=\frac{2\pi rE_0}{\omega M}.$$

The induced field and the coil voltage measure the same thing, a rate of change of flux, at two places. Fixing one fixes the other. A slower oscillation needs a larger flux to keep that rate, so the current rises as $1/\omega$ while the voltage stays put.

The window current obeys a different rule. If $C$ is the effective capacitance from coil to plasma, the charge amplitude is $Q=CV$ and

$$I_{\rm cap}=\omega Q=\omega CV .$$

With $V$ fixed, the same charge is moved onto and off the capacitor fewer times per second. The magnetic side is driven by a rate that is held constant; the capacitive side has a constant charge whose rate of change falls.

The result depends on what is held fixed. At fixed coil current, $V=\omega LI$ is itself proportional to $\omega$, and the displacement current falls as $\omega^2$. At fixed induced field it falls as $\omega$.

## The contribution of plasma screening

The plasma carries an induced current whose flux opposes that of the coil. The coil must then supply more flux for the same surface field, and this extra demand may depend on frequency.

Electrons with density $n$, mass $m$ and momentum-loss frequency $\nu$ obey

$$m\frac{d\mathbf v}{dt}=-e\mathbf E-m\nu\mathbf v .$$

Replacing $d/dt$ by $j\omega$ gives $\mathbf v=-e\mathbf E/[m(\nu+j\omega)]$, so the current density $\mathbf J=-en\mathbf v$ is

$$\mathbf J=\sigma\mathbf E,\qquad \sigma=\frac{ne^2}{m(\nu+j\omega)} .$$

Represent the plasma by one loop of length $\ell$ and cross-section $A$, carrying current $I_p=JA$. The total emf around it is

$$\mathcal E=E\ell=\frac{m\ell}{ne^2A}(\nu+j\omega)I_p=L_e(\nu+j\omega)I_p .$$

Here $L_e=m\ell/(ne^2A)$ expresses electron inertia. The loop also has an ordinary magnetic inductance $L_g$. Its total emf comes from both fluxes, and so does the coil voltage:

$$\mathcal E=-j\omega(MI+L_gI_p),\qquad V=j\omega(LI+MI_p).$$

The first equation gives

$$j\omega I=-\frac{\mathcal E+j\omega L_gI_p}{M}.$$

Insert this into the second and define $k^2=M^2/(LL_g)$. Since $M=(L/M)k^2L_g$,

$$V=-\frac LM\left[\mathcal E+j\omega L_g(1-k^2)I_p\right].$$

Now use $I_p=\mathcal E/[L_e(\nu+j\omega)]$, and set

$$x=\frac{\nu}{\omega},\qquad a=(1-k^2)\frac{L_g}{L_e}.$$

Because $j\omega/(\nu+j\omega)=1/(1-jx)$,

$$V=-\frac LM\mathcal E\,\frac{1+a-jx}{1-jx}.$$

The squared modulus is

$$|V|^2=\left(\frac LM|\mathcal E|\right)^2\left[1+\frac{(1+a)^2-1}{1+x^2}\right].$$

At fixed density and fixed emf, lowering $\omega$ raises $x$ and lowers the bracket. In this model the voltage moves from $1+a$ times its unscreened value, when collisions are negligible, towards the unscreened value itself, when they dominate. Screening thus never opposes the reduction of capacitive current, and with collisions it adds to it.

The physical reason lies in the electron response. At $\omega\gg\nu$ inertia limits the current, and the plasma's opposing emf is a fixed multiple, $L_g/L_e$, of $\mathcal E$. At $\omega\ll\nu$ collisions limit the current, whose size is then nearly constant, and its opposing emf fades as $\omega$.

The dependence on $\nu/\omega$ alone does not rest on the single loop. Divide the plasma into many coaxial rings, with radius $r_i$, field $E_i$ and cross-section $A_i$. Each obeys

$$2\pi r_iE_i=-M_{ic}(j\omega I)-\sum_jM_{ij}A_j(j\omega\sigma)E_j ,$$

and the coil voltage is

$$V=L(j\omega I)+\sum_iM_{ic}A_i(j\omega\sigma)E_i .$$

Frequency enters through two combinations. One, $j\omega I$, is an unknown that is fixed by the prescribed surface field. The other is

$$j\omega\sigma=\frac{ne^2}{m}\frac1{1-jx}.$$

At fixed density and geometry, $V/E_0$ is therefore a function of $\nu/\omega$. It is independent of frequency without plasma, where $\sigma=0$, and without collisions, where $x=0$. In both of these cases "unchanged voltage" holds strictly within this linear, local model.

## The contribution of the window and sheath

Between a turn and the conducting plasma lie the window, of thickness $d$ and dielectric constant $\varepsilon_r$, and the sheath, a thin electron-poor layer of thickness $s$. Treat the sheath first as a vacuum gap. For wide plates the same displacement $D$ crosses both layers, so the voltage is

$$U=\frac{D}{\varepsilon_0}\left(\frac d{\varepsilon_r}+s\right),\qquad
\frac CA=\frac{\varepsilon_0}{d/\varepsilon_r+s}.$$

A coil is not at one potential. Its driven end carries the full voltage and its grounded end none. With mean potential $U_k$ on turn $k$ and turn-to-plasma capacitance $C_k$,

$$I_{\rm cap}=\omega\left|\sum_kC_kU_k\right| .$$

The distribution of potential along the coil sets the effective capacitance, but the factor $\omega$ stands outside the sum.

The sheath also conducts, since ions and electrons cross it. As a linear estimate, give it a conductance $G$ in parallel with its capacitance $C_s$, all in series with the window capacitance $C_w$. The series admittance is

$$Y=\frac{j\omega C_w(G+j\omega C_s)}{G+j\omega(C_s+C_w)} ,$$

and hence

$$\left(\frac{|I_{\rm cap}|}{\omega C_wU}\right)^2=
\frac{G^2+\omega^2C_s^2}{G^2+\omega^2(C_s+C_w)^2}.$$

The numerator is smaller than the denominator. Adding the same $G^2$ to both therefore moves the ratio towards one, and

$$\frac{C_s}{C_s+C_w}\le\frac{|I_{\rm cap}|}{\omega C_wU}\le1 .$$

A sheath that turns from capacitive to conducting as the frequency falls can raise the current by at most the factor $1+C_w/C_s$. When the window is the larger impedance this factor is modest, and it cannot undo a large reduction in $\omega$.

The voltage across the sheath is a separate question. It equals the current divided by the sheath admittance:

$$\frac{|U_s|}{U}=\frac{\omega C_w}{\sqrt{G^2+\omega^2(C_s+C_w)^2}} .$$

For $G=0$ the frequency cancels. A purely capacitive divider gives the sheath the same share at every frequency, even though less current flows. A lower displacement current brings a lower sheath voltage share when conduction matters.

## Weighing the contributions in an example

Take three flat turns of mean radius 50, 80 and 110 mm, each 10 mm wide, with the outer end grounded. The window is 12 mm thick with dielectric constant 4, and the sheath is taken as 1 mm thick. The plasma has a density of $10^{11}\ \mathrm{cm^{-3}}$, an electron temperature of 3 eV and $\nu=6\times10^7\ \mathrm{s^{-1}}$. These are rough values for a low-pressure argon etching plasma. The surface field at radius 80 mm is held at 1 V/cm, and the frequencies are 13.56, 4 and 2 MHz. Coil voltages come from the many-ring equations, and turn capacitances from a numerical solution of the electrostatic field. Each strip is given a uniform current. Resolving the strips more finely, or treating them as equipotentials, shifts the voltages by about 1% and the coil currents by up to 3%, and leaves the voltage ratio at 0.78. The numerical output lists the full set of values.

**Voltage.** Without plasma the coil needs 208 V at any frequency, and with a collisionless plasma 309 V. With collisions it needs 293, 250 and 228 V at the three frequencies. The voltage is thus only roughly unchanged: it falls by 22% while the frequency falls by 85%. The ratio $\nu/\omega$ rises from 0.70 to 4.8, so the plasma passes from mainly inertial to mainly collisional response.

The single loop shows the same trend. With $a=0.645$, the square root of the bracket in $|V|^2$ is

$$\sqrt{1+\frac{1.645^2-1}{1+0.704^2}}\approx1.46$$

at 13.56 MHz and 1.04 at 2 MHz, a fall of 29%. Its absolute voltages, 379 and 268 V, are too high by 29% and 18% relative to the ring calculation. One loop explains the direction but is a poor tool for sizing the coil.

**Charge and current.** The charge amplitude falls from 11.6 to 9.04 nC, in step with the voltage. The displacement currents are

$$2\pi(13.56\times10^6\ \mathrm{s^{-1}})(11.55\ \mathrm{nC})\approx0.98\ \mathrm A,$$

$$2\pi(2\times10^6\ \mathrm{s^{-1}})(9.04\ \mathrm{nC})\approx0.11\ \mathrm A .$$

The ratio of the two currents separates into

$$0.115\approx0.147\times0.779 .$$

The first factor is the frequency and the second the voltage. On a logarithmic scale the frequency accounts for about 88% of the reduction and the weaker screening for the other 12%.

**Capacitance.** The turn capacitances add up to 81 pF, whereas the parallel-plate formula applied to the strip area gives 33 pF. The difference is flux that spreads beyond the strips, which are narrower than the window is thick. The plate formula explains how the layers combine, but here it underestimates the current by more than a factor of two. The error is in $C$, so it leaves the frequency scaling alone. The 1 mm sheath is itself an assumption. The Child law at the computed sheath voltage gives about 0.4 mm, which would raise the sum to about 90 pF and both currents by about 11%.

**Sheath.** If the sheath conducts perfectly, the currents become 1.19 A at 13.56 MHz and 0.137 A at 2 MHz. Even the least favourable pairing, a capacitive sheath at the high frequency and a conducting one at the low frequency, gives $0.137/0.984\approx0.14$.

The change of sheath character is real in this example. If the density stays near its bulk value almost up to the wall, the ion current density is about $2.6\ \mathrm{mA/cm^2}$. This is an upper estimate, since ion collisions make the density fall towards the walls. The displacement current density under the inner turn, from the plate formula, is 5.0 at the high frequency and $0.57\ \mathrm{mA/cm^2}$ at the low one. As a crude estimate let $G$ carry the ion current at the capacitive sheath voltage. Then $G/(\omega C_s)$ is the ratio of these current densities, 0.52 and 4.5. The plate values $d/\varepsilon_r=3$ mm and $s=1$ mm give $C_w/C_s=1/3$, so the sheath's share of the turn potential is

$$\frac{1/3}{\sqrt{0.52^2+(4/3)^2}}\approx0.23,\qquad
\frac{1/3}{\sqrt{4.5^2+(4/3)^2}}\approx0.07 .$$

A purely capacitive sheath would take 0.25 at both frequencies. In this estimate the sheath voltage does fall, because conduction has lowered the sheath's impedance relative to the window's, while most of the turn potential remains across the window. Both shares are overestimates, because $G$ was set at a sheath voltage higher than the one that results. At 2 MHz the window can pass only about 0.3 of the ion current, so the wall stays within about a volt of its floating potential. A sheath of the same capacitance with a constant ion current and a Boltzmann electron current gives amplitude shares of about 0.13 and 0.004. A real sheath is nonlinear and produces harmonics, so these shares indicate a trend rather than a bombarding energy.

## Fixed field is not fixed power

The absorbed power density is $\tfrac12\,\mathrm{Re}(\sigma)|E|^2$, with

$$\mathrm{Re}\,\sigma=\frac{ne^2}{m}\frac{\nu}{\nu^2+\omega^2}.$$

At fixed density and local field, lowering the frequency from 13.56 to 2 MHz raises this by a factor of 2.9. The computed power rises more, from 27 to 187 W, a factor of 6.9. Since $\mathrm{Re}\,\sigma$ changes equally in every ring, the remaining factor of 2.4 must come from a larger volume integral of $|E|^2$. With the surface field pinned at one point, the field fills more of the plasma at the lower frequency.

If the power rather than the field is held at 27 W, still at fixed density, the field at 2 MHz must be multiplied by $\sqrt{27/187}\approx0.38$. The displacement current then drops to 0.043 A, about 4% of its value at 13.56 MHz. The comparison at fixed field is therefore the milder one here.

The price is coil current. At fixed field it rises from 2.8 to 12.3 A, a factor of 4.4. This is less than the frequency factor of 6.8, because weaker screening reduces the flux the coil must supply. Copper loss rises from 0.28 to 2.1 W if the current spreads evenly over both faces of the strip. Crowding at the edges raises both values by a common factor, about 1.2 to 1.6 for strips 2 to 0.5 mm thick. That is small beside the absorbed power here, but the skin-effect resistance falls only as $\sqrt\omega$. If $I$ rose as $1/\omega$, the loss would grow as $\omega^{-3/2}$, a factor of about 18 here. Weaker screening holds the growth to a factor of about 8. The rising loss can still limit how far the frequency can usefully be lowered. The voltage argument itself needs $\omega L$ to exceed the coil resistance. It does so amply here: the resistive voltage is at most 0.15% of the coil voltage for evenly spread current, and about 0.25% with edge crowding.

## Where the model is weak

At 13.56 MHz the displacement current is about a third of the coil current, so the current cannot be uniform along the coil. Allowing for this leakage with capacitances lumped between the turns changes the required voltage by 1.6%, and by 0.03% at 2 MHz. The effect is small because voltage and induced field both depend linearly on the turn currents. A common change cancels in their ratio, leaving the effect of redistribution among turns. The currents are affected more. At 13.56 MHz the displacement current rises by about 5%, and the coil current runs from about 2.1 A at the driven end to 3.2 A at the grounded end. The current at the driven terminal therefore grows by a factor of about 5.8 between the two frequencies, rather than 4.4.

The local conductivity is less secure. The distance an electron travels during its response time is 0.7 to 1.1 times the collisionless skin depth of 17 mm, so electrons sample a varying field. Representing this crudely by raising $\nu$ to $1.3\times10^8\ \mathrm{s^{-1}}$ changes the voltages to 267, 226 and 214 V. Their end-to-end ratio is 0.80 instead of 0.78, so the comparison of voltages hardly moves. The absorbed power is more sensitive: the same change in $\nu$ lowers the ratio of $\mathrm{Re}\,\sigma$ between 2 and 13.56 MHz from 2.9 to 1.4.

The magnetic force on the electrons grows as the frequency falls, since a fixed induced field needs a larger magnetic field. At radius 80 mm, the radial magnetic field averaged over the first centimetre of plasma gives an electron cyclotron rate of 0.65 of $|\nu+j\omega|$ at 2 MHz, compared with 0.09 at 13.56 MHz. Local values at the surface are higher. At 2 MHz linear response is therefore only a rough guide, and it should not be extended to much lower frequencies at this field. The flux law for the coil survives, but the plasma current that enters it needs a nonlinear calculation.

The compared cases differ in absorbed power, although a given density needs a roughly given power to sustain it. The plasma surface, two discs of radius 15 cm and a side wall 8 cm high, has an area of about $2170\ \mathrm{cm^2}$. At $2.6\ \mathrm{mA/cm^2}$ it would lose about 5.6 A of ions. If each ion lost costs some 50 eV, a rough figure, that takes about 300 W. Where ion collisions lower the density near the walls, the requirement can be several times smaller. At most one of the cases at 27 and 187 W can therefore be a self-consistent operating point, and the pair is a controlled comparison. Taking the upper estimate as an example, scaling the linear model to 300 W multiplies the field by about 3.3 at 13.56 MHz and 1.3 at 2 MHz. The coil voltages become roughly 1000 and 300 V, and the displacement currents 3.3 and 0.14 A. The 2 MHz values are only indicative, because the magnetic force on the electrons is then stronger still. Holding the density fixed roughly fixes the power lost, whereas holding the field fixed as well would, in this local model, change the absorbed power about sevenfold. A real reactor therefore cannot keep both fixed when the frequency changes. With equal power at both frequencies instead, the current ratio in the same model moves from 0.115 to about 0.04. Conducting chamber walls, which alter the inductances, are not included.

For design, the inference is conditional. Where the linear model applies, with the same coil, grounding and window, and with plasma density and surface field maintained, a lower frequency reduces the window current at least in proportion to frequency, apart from the bounded sheath correction. If the coil is rewound with more turns to ease the larger current, $L/M$ rises and so does the voltage, and part of the gain is given back.

## Values computed for the example and the checks

```
Inputs (rough typical values)
turn radii, inner to outer: 50  80  110 mm
strip width: 10 mm
window thickness: 12 mm
window dielectric constant: 4 (no unit)
assumed sheath thickness: 1 mm
plasma radius, depth: 150  80 mm
electron density: 1e+11 cm^-3
electron temperature: 3 eV
collision frequency: 6e+07 s^-1
surface field (peak): 1 V/cm
radius where field is fixed: 80 mm
Rows with three values: in order of the frequencies
frequency: 13.56  4  2 MHz
nu/omega: 0.704  2.39  4.77 (no unit)
coil inductance without plasma: 1.66 uH
coil voltage, no plasma, any frequency: 208 V
coil voltage, no collisions, any frequency: 309 V
coil voltage: 293  250  228 V
coil current: 2.77  7.32  12.3 A
largest voltage change on coarser rings: 0.48 %
one-loop L/M: 5.15 (no unit)
one-loop k squared: 0.395 (no unit)
one-loop screening number a: 0.645 (no unit)
one-loop coil voltage: 379  290  268 V
turn capacitances, inner to outer: 16.7  25.6  38.7 pF
sum of turn capacitances: 81 pF
parallel-plate estimate of the sum: 33.4 pF
capacitance change on coarser grid: 0.29 %
charge amplitude through window: 11.6  9.87  9.04 nC
displacement current: 0.984  0.248  0.114 A
same, fully conducting sheath: 1.19  0.3  0.137 A
same, part-conducting sheath, lowest frequency: 0.136 A
frequency ratio, lowest/highest: 0.147 (no unit)
voltage ratio, lowest/highest: 0.779 (no unit)
current ratio, lowest/highest: 0.115 (no unit)
absorbed power at fixed field: 27  116  187 W
displacement current at equal power: 0.984  0.12  0.0431 A
Sizes of neglected effects
sheath voltage under inner turn, capacitive: 65.8  56.2  51.4 V
displacement current density there: 4.97  1.25  0.572 mA/cm^2
ion current density: 2.59 mA/cm^2
Child sheath thickness: 0.423  0.375  0.351 mm
coil resistance: 71.9  39.1  27.6 mOhm
resistive voltage / coil voltage: 0.068  0.11  0.15 %
coil loss: 0.275  1.05  2.11 W
voltage change from coil leakage: 1.6  0.13  0.03 %
collisionless skin depth: 16.8 mm
electron path / skin depth: 0.66  1.1  1.1 (no unit)
raised collision frequency: 1.29e+08 s^-1
coil voltage with raised collisions: 267  226  214 V
cyclotron rate / |nu+j omega|: 0.09  0.38  0.65 (no unit)
```
